# Minimax exponential sums for 1/x: Remez algorithm and error bounds, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions.** The variable $x$ is dimensionless and $R>1$. An exponential sum with $k$ terms and its error are

$$u(x)=\sum_{i=1}^k w_i e^{-a_i x},\qquad e(x)=\frac1x-u(x),$$

and $E_k(R)=\inf\max_{1\le x\le R}|e(x)|$, the infimum running over real $w_i,a_i$. A sum is called positive if all $w_i,a_i>0$ and the $a_i$ are distinct. $K(\lambda)$ is the complete elliptic integral of the first kind of modulus $\lambda$; with $K=K(\lambda)$ and $K'=K(\sqrt{1-\lambda^2})$,

$$\mu(\lambda)=\frac{\pi K'}{2K},\qquad \sigma(R)=\frac{\pi^2}{\mu(1/R)}.$$

Energies are in hartree, $E_h=me^4/\hbar^2$ in Gaussian units. An energy denominator $D\in[D_{\min},D_{\max}]$ gives $x=D/D_{\min}$ and $R=D_{\max}/D_{\min}$, and $\hbar a_i/D_{\min}$ is an imaginary time. The Braess–Hackbusch estimate, with the prefactor derived below, is $E_k\le 8\exp(-\pi^2k/\ln 8R)$. It is an upper bound, and its exponent is not the asymptotic decay rate.

### Counting zeros

Let $D_\tau f=f'+\tau f=e^{-\tau x}(e^{\tau x}f)'$. By Rolle's theorem applied to $e^{\tau x}f$, if $f$ has $n$ zeros in $x>0$, counted with multiplicity, then $D_\tau f$ has at least $n-1$. Hence, if $n$ such operators turn $f$ into a function without zeros, $f$ has at most $n$ zeros. The operators commute and $D_\tau e^{-tx}=(\tau-t)e^{-tx}$.

(a) Since $1/x=\int_0^\infty e^{-xt}dt$, the product $\prod_i D_{a_i}^2$ removes $u$ and leaves $\int_0^\infty\prod_i(a_i-t)^2e^{-xt}dt>0$. So $e$ has at most $2k$ zeros. If one $a_i$ is zero, a single factor $D_0$ removes that term and the factor $-t$ has one sign, so the count is $2k-1$. For $e'$ the integrand carries the extra factor $-t$, and the count is again $2k$.

(b) In a nonzero sum of $n$ exponentials, $n-1$ operators remove all terms but one, so there are at most $n-1$ zeros.

(c) Let $f=\sum_{i=1}^k(\alpha_i+\beta_ix)e^{-a_ix}\ne0$ with distinct $a_i$, and let term $i$ be nonzero. The operators $D_{a_j}^2$, $j\neq i$, remove the other terms and leave a nonzero $(\alpha+\beta x)e^{-a_ix}$, which has at most one zero. So $f$ has at most $2k-1$ zeros.

### A two-sided certificate

Suppose $e(x_j)=(-1)^jd_j$ with $d_j>0$ at points $1\le x_0<\dots<x_{2k}\le R$. Then

$$\min_j d_j\le E_k\le\max_{[1,R]}|e|. \tag{1}$$

The right side is the definition. For the left, let a competitor $v$ have error $e_v$ with $|e_v|<\min d_j$ everywhere. Then $u-v=e_v-e$ has the sign $-(-1)^j$ at $x_j$, hence at least $2k$ zeros, while it is a nonzero sum of at most $2k$ exponentials, against (b). A sum whose error reaches its maximum modulus with alternating signs at $2k+1$ points is therefore optimal.

### Positive interpolants

For any $2k$ distinct nodes in $[1,R]$ there is a positive sum with $e=0$ at the nodes. For equally spaced nodes $y_0+jh$, $j=0,\dots,2k-1$, put $b=y_0/h-1>-1$. Then

$$\frac1h\int_0^1 y^{b}y^j\,dy=\frac1{h(b+j+1)}=\frac1{y_0+jh}.$$

The $k$-point Gauss–Jacobi rule for the weight $y^b$ has distinct nodes $\eta_i\in(0,1)$ and weights $W_i>0$, and it integrates degrees up to $2k-1$ without error. With $a_i=-\ln\eta_i/h$ and $w_i=W_ie^{a_iy_0}/h$ one has $u(y_0+jh)=\sum_iW_i\eta_i^j/h=1/(y_0+jh)$.

Now move the nodes continuously, keeping their order, with a parameter $\theta\in[0,1]$, and let $T$ be the set of $\theta$ that have a positive interpolant. $T$ is open: the Jacobian has columns $e^{-a_ix}$ and $-w_ixe^{-a_ix}$ at the $2k$ nodes, a null vector would contradict (c), and the implicit function theorem applies. For closedness fix $0<c<1$. All $2k$ zeros allowed by (a) are nodes, and $e\to+\infty$ as $x\to0^+$, so $e>0$ left of the first node and

$$u(c)<1/c. \tag{2}$$

Thus $\gamma_i=w_ie^{-a_ic}<1/c$, and along $\theta_n\to\theta^*$ a subsequence has $\gamma_i\to\gamma_i^*\ge0$ and $a_i\to a_i^*\in[0,\infty]$. For $x\ge1$ the terms $\gamma_ie^{-a_i(x-c)}$ converge, to zero if $a_i^*=\infty$, and the limit sum interpolates at $2k$ nodes. If some $\gamma_i^*=0$, some $a_i^*=\infty$, or two exponents merge, it has fewer than $k$ terms and at most $2k-2$ zeros; if some $a_i^*=0$, at most $2k-1$. Both are excluded, so $\theta^*\in T$, and $T=[0,1]$.

### The half-plane estimate

For $\operatorname{Re}z\ge c$, positivity gives $|u(z)|\le\sum_iw_ie^{-a_i\operatorname{Re}z}\le u(c)$, and $|1/z|\le1/c$, so $|e(z)|\le2/c$ by (2). Let $s=z-c$, let $s_j>0$ be the $m=2k$ nodes shifted by $c$, and let

$$B(s)=\prod_{j=1}^m\frac{s-s_j}{s+s_j}.$$

On $\operatorname{Re}s=0$ numerator and denominator of each factor have equal modulus, so $|B|=1$. The zeros of $B$ are simple zeros shared with $e$ and $B\to1$ at infinity, so $g=e/B$ is analytic and bounded for $\operatorname{Re}s\ge0$. For $\epsilon>0$ the function $g/(1+s)^\epsilon$ vanishes at infinity and is bounded by $2/c$ on the line, where $|1+s|\ge1$. The maximum principle on large half-discs bounds it by $2/c$ inside, and $\epsilon\to0$ gives

$$|e(x)|\le\frac2c\,|B(x-c)|,\qquad 1\le x\le R. \tag{3}$$

### Zolotarev nodes

On $[1,R]$, $s$ runs over $[\lambda\beta,\beta]$ with $\beta=R-c$ and $\lambda=\lambda_c=(1-c)/(R-c)$. The Jacobi function $\operatorname{dn}v$ of modulus $\sqrt{1-\lambda^2}$ is even, falls from $1$ to $\lambda$ on $[0,K']$, has periods $2K'$ and $4iK$, takes each value twice per period cell, and obeys $\operatorname{dn}(v+2iK)=-\operatorname{dn}v$. Choose $s_j=\beta\operatorname{dn}v_j$ with $v_j=(2j-1)K'/2m$, $j=1,\dots,m$, and set $F(v)=B(\beta\operatorname{dn}v)$. Its zeros in a cell are $\pm v_j$, which modulo $2K'$ are the points $(2j-1)K'/2m$, $j=1,\dots,2m$; its poles are these points shifted by $2iK$; and $B(-s)=1/B(s)$ gives $F(v+2iK)=1/F(v)$.

For $0<q<1$ and $\zeta=e^{2iz}$ define $G(z,q)=q^{1/4}e^{-iz}P/Q$, the ratio $\theta_2/\theta_3$ of theta functions, with

$$P=(1+\zeta)\prod_{n\ge1}(1+q^{2n}\zeta)(1+q^{2n}/\zeta),$$

$$Q=\prod_{n\ge1}(1+q^{2n-1}\zeta)(1+q^{2n-1}/\zeta).$$

Because $e^{-iz}(1+\zeta)=2\cos z$, $G$ is even, real for real $z$, and changes sign under $z\to z+\pi$. Under the shift of $z$ that sends $\zeta\to q\zeta$, relabelling the factors gives $P\to Q$ and $Q\to P(1+1/\zeta)/(1+\zeta)=P/\zeta$, while $e^{-iz}\to q^{-1/2}e^{-iz}$. Hence $G\to q^{-1/4}e^{iz}Q/P=1/G$, and $\zeta\to q^2\zeta$ is a period.

Put $z=m\pi v/K'$. Then $v\to v+2K'$ adds $2m\pi$ to $z$, and $v\to v+2iK$ multiplies $\zeta$ by $\exp(-4m\pi K/K')=\exp(-2\pi^2m/\mu)$, which is taken as $q$. The zeros of $G$ in a cell are at $\zeta=-1$, that is $v=(2j-1)K'/2m$, and its poles are shifted by $2iK$. So $F/G$ is entire and doubly periodic, a constant $A$ by Liouville's theorem. The shift by $2iK$ inverts both functions, so $A=1/A$, and both are positive at $v=0$, so $A=1$ and $F=G$.

In the variable $z$, with periods $2\pi$ and $\zeta\to q^2\zeta$, $G$ has two zeros per cell and so takes every value twice. Being even, it takes $G(0)$ doubly at $z=0$ and nowhere else in the cell, and likewise $-G(0)$ at $z=\pi$. A real continuous function that vanishes at $\pi/2$ and meets $\pm G(0)$ at multiples of $\pi$ alone satisfies $|G|\le G(0)$. Therefore $B$ equioscillates at $m+1$ points and

$$\max|B|=2q^{1/4}\prod_{n\ge1}\left(\frac{1+q^{2n}}{1+q^{2n-1}}\right)^2<2q^{1/4}=2e^{-\pi^2k/\mu}, \tag{4}$$

using $m=2k$. Since $E_k$ cannot exceed the error of this interpolant, (3) and (4) give

$$E_k(R)\le\frac4c\exp\left(-\frac{\pi^2k}{\mu(\lambda_c)}\right),\qquad0<c<1. \tag{5}$$

The same function bounds $\mu$. The function $\operatorname{cd}y=\operatorname{sn}(y+K)$ of modulus $\lambda$ has periods $4K$ and $2iK'$, zeros at odd multiples of $K$, and $\operatorname{cd}(y+iK')=1/(\lambda\operatorname{cd}y)$. With $z=\pi y/2K$ the shift $iK'$ multiplies $\zeta$ by $p=e^{-\pi K'/K}=e^{-2\mu}$, so $G(z,p)$ has the same periods, zeros and poles, and $G=A\operatorname{cd}$. The shift gives $A/(\lambda\operatorname{cd})=1/(A\operatorname{cd})$, so $A^2=\lambda$, and $\operatorname{cd}0=1$ gives $\sqrt\lambda=G(0,p)<2e^{-\mu/2}$. Thus $\mu(\lambda)<\ln(4/\lambda)$, and the difference vanishes as $\lambda\to0$, where the product tends to one. For $c=1/2$, $4/\lambda=4(2R-1)<8R$, and (5) becomes

$$E_k(R)\le 8\exp\left(-\frac{\pi^2k}{\ln8R}\right). \tag{6}$$

The exponent of (6) is not sharp. For every $c$, (5) gives $\liminf_k(-\ln E_k)/k\ge\pi^2/\mu(\lambda_c)$, and $c\to0$ gives the lower bound $\sigma(R)>\pi^2/\ln4R>\pi^2/\ln8R$ on the rate. At fixed $R$ the ratio of $E_k$ to the bound (6) therefore tends to zero exponentially. The two rates have the ratio $\ln8R/\mu(1/R)$, which for large $R$ approaches $\ln8R/\ln4R\to1$. In that regime $\mu\approx L=\ln[4R/(1-c)]$, and setting to zero the $c$-derivative of the logarithm of (5), $-1/c+\pi^2k/[L^2(1-c)]$, gives $c=1/(1+\pi^2k/L^2)$. The choice $c=1/2$ is the best one when $\pi^2k\approx\ln^28R$.

### The Remez iteration

The unknowns are $p=(\ln w_i,\ln a_i)$, which keeps $w,a>0$. The start is the interpolant on the Zolotarev nodes for $c=1/2$, reached from the Gauss–Jacobi sum by moving the logarithms of the nodes linearly and correcting by Newton's method.

Let $e$ have $2k$ zeros $z_1<\dots<z_{2k}$ in $(1,R)$. By (a) they are simple and $e>0$ beyond the last. Rolle's theorem puts a zero of $e'$ between neighbours, and one more lies beyond $z_{2k}$ because $e\to0$ at infinity. These exhaust the $2k$ zeros of $e'$, so each is simple, each lobe has one extremum, and $e$ decreases on $(0,z_1)$. One step is then:

1. Set $x_0=1$; find $x_1,\dots,x_{2k-1}$ by bisection of $e'$ between zeros; let $x_{2k}$ be the last zero of $e'$ if it lies below $R$, and $R$ otherwise. Then $d_j=(-1)^je(x_j)>0$ and $\max d_j=\max|e|$.
2. Stop if $\max d/\min d-1<10^{-7}$; by (1) this brackets $E_k$.
3. With a damping $0<\eta\le1$, solve $e(x_j)=(-1)^j[(1-\eta)d_j+E']$ for $p$ and $E'$. With $J_{jl}=\partial u(x_j)/\partial p_l$, a change $\delta$ alters $e$ by $-J\delta$, so each Newton iteration solves
$$(J\delta)_j+(-1)^jE'=e(x_j)-(-1)^j(1-\eta)d_j.$$
If the steps do not contract, halve $\eta$ and repeat.

The matrix is regular: in a null vector with $E'\ne0$, the function $\sum_l\delta_l\,\partial u/\partial p_l$ would alternate at $2k+1$ points, against (c), and $E'=0$ forces $\delta=0$ by (c) again. After step 3, $u_{\rm old}-u_{\rm new}=e_{\rm new}-e_{\rm old}$ equals $(-1)^j(E'-\eta d_j)$ at $x_j$. Strict alternation is forbidden by (b), so $\eta\min d\le E'\le\eta\max d$. The new values at the old points are thus at least $\min d$ in modulus and still alternate: the $2k$ zeros survive, each bracketed by old points, and $\min d$ does not fall. Global convergence of $\max d$ to the same limit is not proved here; the stopping rule certifies each result. Near the solution with $\eta=1$, interior points have $e'(x_j)=0$ and $e''(x_j)\neq0$, so they move smoothly with $p$ and their motion changes $d_j$ at second order. A step is then a Newton step for $d_j(p)=E$ up to second-order terms, and convergence is quadratic unless the last zero of $e'$ falls on $R$.

Rounding can be estimated by orders of magnitude. The residual $1/x-u$ is a difference of terms of order one, so a rounding error $\epsilon_m$ limits each $d_j$ to a relative accuracy of about $\epsilon_m/E$. For $\epsilon_m\sim10^{-16}$ and $E\sim10^{-9}$ this is $10^{-7}$, the size of the stopping tolerance. Parameters and residuals were therefore carried, with a margin, to 30 digits for $k\ge6$ with $R<50$ and for $R=1.1$, the linear systems being solved in double precision.

This part has proved the two-sided certificate (1) and the upper bounds (5) and (6) on $E_k(R)$, and has set out a Remez iteration whose results (1) certifies, though its global convergence is not proved. What remains is the behaviour on wide and narrow intervals, the reading of the computed errors, and the application to the MP2 energy of water.
